# Surface temperature of a point-heated film on a substrate by images

## The image series and its derivation

A film of thickness $d$ and thermal conductivity $k_1$ lies on a half-space of conductivity $k_2$. A point heater on the free surface releases a steady power $P$. At a distance $r$ from it along the surface, the temperature rise is

$$T(r,0)=\frac{P}{2\pi k_1}\left[\frac1r+2\sum_{n=1}^{\infty}\frac{R^n}{\sqrt{r^2+4n^2d^2}}\right],\qquad R=\frac{k_1-k_2}{k_1+k_2}. \tag{1}$$

The first term is the answer for a half-space made of the film material. The others are the fields of image heaters at heights $2nd$ above and below the surface, each weighted by a power of the reflection coefficient $R$.

The coordinate $z$ points downwards, with the free surface at $z=0$ and the interface at $z=d$. The rise $T$ is measured from the temperature far away. Both conductivities are constant and isotropic, and apart from the heater no heat passes through the free surface. The bond is perfect: the temperature and the normal heat flux are both continuous at $z=d$. In the steady state, heat conservation with Fourier's law $\mathbf q=-k\nabla T$ gives $\nabla^2T=0$ inside each material. For positive, finite conductivities $|R|<1$, and this is assumed until the limits are discussed.

The strength of the source follows from a small hemisphere of radius $s$ around the heater, lying in the film. If $T\approx A/s$ there, the outward flux is $k_1A/s^2$ and the area is $2\pi s^2$, so the heat leaving is $2\pi k_1A$. Setting this equal to $P$ gives $A=P/(2\pi k_1)$. The factor is $2\pi$ and not $4\pi$ because the heat can leave through half a sphere only. A point source therefore means that $T-P/(2\pi k_1s)$ and its gradient stay bounded near the heater.

To match the two materials along the whole interface, the field is written as a superposition of functions with the same radial shape in both. These are $J_0(\lambda r)e^{\pm\lambda z}$, where $J_0$ is the Bessel function of order zero. Its differential equation makes the radial part of the Laplacian equal to $-\lambda^2J_0(\lambda r)$, while two $z$-derivatives of the exponential give $+\lambda^2$. The sum is zero, so each such function solves the heat equation.

The field of a point source has the representation

$$\frac{1}{\sqrt{r^2+z^2}}=\int_0^\infty e^{-\lambda z}J_0(\lambda r)\,d\lambda,\qquad z>0. \tag{2}$$

To prove it, insert $J_0(x)=\pi^{-1}\int_{-\pi/2}^{\pi/2}\cos(x\cos\varphi)\,d\varphi$ and integrate over $\lambda$ first:

$$\int_0^\infty e^{-\lambda z}J_0(\lambda r)\,d\lambda=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{z\,d\varphi}{z^2+r^2\cos^2\varphi}.$$

With $t=\tan\varphi$ one has $d\varphi=dt/(1+t^2)$ and $\cos^2\varphi=1/(1+t^2)$. The right side becomes

$$\frac z\pi\int_{-\infty}^{\infty}\frac{dt}{z^2t^2+z^2+r^2}=\frac z\pi\,\frac{\pi}{z\sqrt{z^2+r^2}}=\frac1{\sqrt{r^2+z^2}}.$$

In the film, the source field is supplemented by a part that is regular at the heater and carries no flux through $z=0$. The even combination $\cosh\lambda z$ has zero slope there, so the trial field is

$$T_1=\frac{P}{2\pi k_1}\int_0^\infty\left[e^{-\lambda z}+B(\lambda)\cosh\lambda z\right]J_0(\lambda r)\,d\lambda. \tag{3}$$

The first part also has no flux through the surface for $r>0$, because the $z$-derivative of $1/\sqrt{r^2+z^2}$ vanishes at $z=0$. In the substrate the field must fall off with depth, so

$$T_2=\frac{P}{2\pi k_1}\int_0^\infty C(\lambda)e^{-\lambda z}J_0(\lambda r)\,d\lambda. \tag{4}$$

The prefactor contains $k_1$ in both materials; this is a choice that fixes the meaning of $C$.

It is sufficient to satisfy the interface conditions separately for each $\lambda$. Continuity of temperature and of the flux $-k\,\partial T/\partial z$ at $z=d$ gives, after a common factor $\lambda$ is removed from the second equation,

$$e^{-\lambda d}+B\cosh\lambda d=Ce^{-\lambda d}, \tag{5}$$

$$k_1\left(e^{-\lambda d}-B\sinh\lambda d\right)=k_2Ce^{-\lambda d}. \tag{6}$$

Replacing $Ce^{-\lambda d}$ in (6) by the left side of (5) and collecting the terms in $B$ gives

$$B=\frac{(k_1-k_2)e^{-\lambda d}}{k_1\sinh\lambda d+k_2\cosh\lambda d}.$$

Written with exponentials, the denominator is $\tfrac12[(k_1+k_2)e^{\lambda d}-(k_1-k_2)e^{-\lambda d}]$. Dividing numerator and denominator by $\tfrac12(k_1+k_2)e^{\lambda d}$ yields

$$B(\lambda)=\frac{2Re^{-2\lambda d}}{1-Re^{-2\lambda d}}=2\sum_{n=1}^{\infty}R^ne^{-2n\lambda d}. \tag{7}$$

The last step is the geometric series, which converges because $|R|e^{-2\lambda d}<1$.

At the surface $\cosh\lambda z=1$. The sum and the integral may be exchanged, since $|J_0|\le1$ and $\sum|R|^n\int_0^\infty e^{-2n\lambda d}d\lambda=\sum|R|^n/(2nd)$ is finite. Applying (2) with $z$ replaced by $2nd$ to each term gives (1). The factor 2 has a simple origin: the adiabatic surface requires every image below it to have an equal partner above it, and the two are equally far from any point of the surface.

The same expansion gives the field inside the film. There $2e^{-2n\lambda d}\cosh\lambda z=e^{-\lambda(2nd-z)}+e^{-\lambda(2nd+z)}$, and both exponents are negative for $0\le z\le d$. Hence

$$T_1=\frac{P}{2\pi k_1}\sum_{n=-\infty}^{\infty}\frac{R^{|n|}}{\sqrt{r^2+(z-2nd)^2}}. \tag{8}$$

For the substrate, insert (7) in (5), using $2\cosh\lambda d=e^{\lambda d}+e^{-\lambda d}$:

$$Ce^{-\lambda d}=\frac{e^{-\lambda d}-Re^{-3\lambda d}+Re^{-\lambda d}+Re^{-3\lambda d}}{1-Re^{-2\lambda d}}=\frac{(1+R)e^{-\lambda d}}{1-Re^{-2\lambda d}}.$$

So $C=(1+R)\sum_{n\ge0}R^ne^{-2n\lambda d}$, and (2) gives

$$T_2=\frac{P(1+R)}{2\pi k_1}\sum_{n=0}^{\infty}\frac{R^n}{\sqrt{r^2+(z+2nd)^2}}. \tag{9}$$

The interface conditions can now be checked directly. At $z=d$, consider the two film sources at vertical distance $(2m+1)d$ from the interface, with $m\ge0$. One lies above it, at $z=-2md$, with weight $R^m$. The other lies below it, at $z=2(m+1)d$, with weight $R^{m+1}$. Their temperatures add to the weight $(1+R)R^m$, which is the weight of the corresponding substrate term. Their vertical fluxes are opposite, leaving $k_1(1-R)R^m$ on the film side against $k_2(1+R)R^m$ on the substrate side. These agree because

$$1+R=\frac{2k_1}{k_1+k_2},\qquad 1-R=\frac{2k_2}{k_1+k_2},\qquad k_1(1-R)=k_2(1+R). \tag{10}$$

The heat balance is also correct. A source of unit weight at height $h$ above a plane has the flux integral $\int_0^\infty 2\pi r\,h\,(r^2+h^2)^{-3/2}dr=2\pi$, whatever $h$ is. The heat entering the substrate is therefore

$$\frac{P}{2\pi k_1}\,k_2(1+R)\,2\pi\sum_{m=0}^{\infty}R^m=P\,\frac{k_2}{k_1}\,\frac{1+R}{1-R}=P.$$

All the heat crosses the interface. The film thickness and the ratio of the conductivities decide where it crosses.

No other field meets the same conditions, provided that the temperature falls at least as fast as the inverse distance and its gradient as the inverse square. Formulas (8) and (9) have this property, because every source distance grows with the distance of the field point and the weights have a finite sum. Let $w$ be the difference of two solutions. It has no source, since the singular parts cancel. Multiplying $\nabla\cdot(k\nabla w)=0$ by $w$ and integrating over a large half-ball gives

$$\int k|\nabla w|^2\,dV=\oint k\,w\,\frac{\partial w}{\partial n}\,dS.$$

The interface contributes nothing, since $w$ and its normal flux are continuous there, and the free surface carries no flux. On the large hemisphere the integrand falls as the inverse cube of the radius, while the area grows as its square, so the right side tends to zero. Hence $\nabla w=0$, and since $w$ vanishes far away it is zero everywhere.

The sign of $R$ describes what the substrate does to the heat. If it conducts worse than the film, $R>0$ and every image adds warmth. If it conducts better, $R<0$ and the first image cools the surface, the second warms it, and so on. The exponent counts reflections at the interface; each return to the adiabatic surface brings a factor $+1$. For $k_1=k_2$ all images vanish and the film cannot be distinguished from the substrate.

The alternating case needs care in numerical use. Let $t_n=2|R|^n/\sqrt{r^2+4n^2d^2}$ be the size of the $n$th term in the bracket of (1), and let $S_N$ be the bracket cut after $N$ image terms. For $R<0$ the terms alternate in sign and decrease in size, so the error of $S_N$ is no larger than the first omitted term $t_{N+1}$. For $R>0$ each later term is smaller than its predecessor by at least the factor $R$, so the error is at most $t_{N+1}/(1-R)$.

For $R$ close to $-1$ the terms fall slowly, but beyond the first few terms the mean of two successive partial sums is much better than either. Up to an overall sign, its error is

$$\tfrac12t_{N+1}-t_{N+2}+t_{N+3}-\dots=\tfrac12\left[(t_{N+1}-t_{N+2})-(t_{N+2}-t_{N+3})+\dots\right].$$

When the differences themselves decrease, the error is at most half of the first difference. This holds once $2(N+1)d\ge r/\sqrt2$, because $t_n$ is then a product of two positive, decreasing, convex functions of $n$, and such a product is convex.

Close to the heater the images produce a uniform shift. At $r=0$ the image sum in (1) is $d^{-1}\sum R^n/n=-d^{-1}\ln(1-R)$. With (10),

$$T\approx\frac{P}{2\pi k_1}\left[\frac1r+\frac1d\ln\frac{k_1+k_2}{2k_2}\right],\qquad r\ll2d. \tag{11}$$

The correction follows from $0\le1-(1+u)^{-1/2}\le u/2$ with $u=r^2/(4n^2d^2)$. It changes the bracket by at most $(r^2/8d^3)\sum|R|^n/n^3$. The shift is negative for a well-conducting substrate and positive for a poorly conducting one.

The two extreme values of $R$ behave differently. At $R=-1$, a substrate that conducts without limit, the series still converges because its terms alternate in sign and decrease in size to zero, though it no longer converges absolutely. At $R=+1$, an insulating substrate, the terms approach $1/(nd)$ and the sum diverges. Heat can then spread only sideways in the film, the flux at large $r$ is $P/(2\pi rd)$, and integrating it to infinity gives a logarithm without limit. A finite temperature then requires a heat sink at a finite distance.

## Distant field, finite heater and an oxide film on silicon

The heater of power $P$ sits on a film of thickness $d$ and conductivity $k_1$, perfectly bonded to a half-space of conductivity $k_2$. With $R=(k_1-k_2)/(k_1+k_2)$, the surface temperature rise is $P/(2\pi k_1)$ times the bracket $1/r+2\sum_{n\ge1}R^n/\sqrt{r^2+4n^2d^2}$. Near the heater the images shift it by $(P/2\pi k_1d)\ln[(k_1+k_2)/2k_2]$. Below, $\kappa=k_1/k_2$, so that $1+R=2\kappa/(1+\kappa)$ and $1-R=2/(1+\kappa)$.

Far away, each image term can be expanded as $1/\sqrt{r^2+4n^2d^2}=1/r-2n^2d^2/r^3+\dots$. The sums needed are $\sum R^n=R/(1-R)$ and $\sum n^2R^n=R(1+R)/(1-R)^3$; the second comes from applying $R\,d/dR$ twice to the first. The bracket becomes

$$\frac1r\,\frac{1+R}{1-R}-\frac{4d^2}{r^3}\,\frac{R(1+R)}{(1-R)^3}+\dots$$

The first fraction is $\kappa$. The second is $\kappa(\kappa^2-1)/4$, as one finds by inserting $R=(\kappa-1)/(\kappa+1)$. Therefore

$$T\approx\frac{P}{2\pi k_2r}\left[1+(1-\kappa^2)\frac{d^2}{r^2}\right],\qquad r\gg d,\ \kappa d. \tag{12}$$

At leading order the film has disappeared: a distant point sees a heater on bare substrate. For $\kappa\gg1$ the correction is of relative size $\kappa^2d^2/r^2$, which is why $r$ must also exceed $\kappa d$.

For a well-conducting substrate, (12) hides an intermediate range. By (3) and (7), the bracket is $\int_0^\infty F(\lambda d)J_0(\lambda r)\,d\lambda$ with

$$F(x)=\frac{1+Re^{-2x}}{1-Re^{-2x}}=\frac{\kappa+\tanh x}{1+\kappa\tanh x}=\tanh x+\frac{\kappa\,\mathrm{sech}^2x}{1+\kappa\tanh x}. \tag{13}$$

The second form follows on multiplying numerator and denominator by $(\kappa+1)e^x$, and the third on subtracting $\tanh x$. The term $\tanh x$ is the case $\kappa=0$, a film on a perfect sink. The rest is the contribution of the substrate's finite conductivity.

The perfect-sink part can be summed differently. A film field with zero slope at $z=0$ and zero temperature at $z=d$ is built from $\cos(c_mz)K_0(c_mr)$, with $c_m=(m+\tfrac12)\pi/d$ and $m\ge0$; the modified Bessel function $K_0$ decays with distance. Let the coefficients in the bracket be $a_m$. For small $r$, $K_0(c_mr)$ behaves as $-\ln r$, so the heat leaving the axis per unit depth is $P\sum a_m\cos(c_mz)$. All of it must emerge at $z=0$. Multiplying by $\cos(c_mz)$ and integrating over the film gives $a_md/2=1$, hence

$$\left[\dots\right]_{\rm sink}=\frac2d\sum_{m=0}^{\infty}K_0\!\left(\frac{(m+\frac12)\pi r}{d}\right)\approx\frac2d\sqrt{\frac dr}\,e^{-\pi r/2d}. \tag{14}$$

The last form uses $K_0(x)\approx\sqrt{\pi/2x}\,e^{-x}$ for the slowest mode and holds for $r$ well above $d$. As a test, the averaged alternating image sums at $R=-1$ were compared with this Bessel sum at $r/d=0.3$, 1 and 2. They agreed within $10^{-6}/d$. The film's own warmth thus dies exponentially, and the weak tail $P/(2\pi k_2r)$ takes over once $2\sqrt{r/d}\,e^{-\pi r/2d}$ is well below $\kappa$. For $\kappa\ll1$, (12) needs this condition as well as $r\gg d$.

A point heater has an infinite temperature at its own position, so the temperature of a real heater requires a size. Take a flat metal dot of radius $a$ that conducts well enough to be isothermal. In (2), replace $z$ by $z-ib$ and let $z\to0^+$. The result is $1/\sqrt{r^2-b^2}$ for $r>b$ and $i/\sqrt{b^2-r^2}$ for $r<b$. Its real and imaginary parts give

$$\int_0^\infty\cos(\lambda b)J_0(\lambda r)\,d\lambda=\frac{1}{\sqrt{r^2-b^2}}\ (r>b),\quad 0\ (r<b), \tag{15}$$

$$\int_0^\infty\sin(\lambda b)J_0(\lambda r)\,d\lambda=\frac{1}{\sqrt{b^2-r^2}}\ (r<b),\quad 0\ (r>b). \tag{16}$$

Now weight the half-space source integral (2) by $\sin(\lambda a)/(\lambda a)$. The surface temperature follows by integrating (15) over $b$ from 0 to $a$ and dividing by $a$. The bracket is $\pi/(2a)$ for $r<a$ and $\arcsin(a/r)/a$ for $r>a$. The surface flux follows from (16): it is $P/(2\pi a\sqrt{a^2-r^2})$ under the dot and zero outside, and its integral over the dot is $P$. This is therefore the field of an isothermal dot, whose temperature on a half-space is $P/(4k_1a)$.

On the layered body the images add their nearly uniform shift, so that for $a\ll2d$

$$T_{\rm dot}\approx\frac{P}{4k_1a}+\frac{P}{2\pi k_1d}\ln\frac{k_1+k_2}{2k_2}. \tag{17}$$

The error can be bounded. Average the dot's uniform temperature with the half-space flux profile as weight. The half-space response between two surface points is symmetric, so the direct part of this average is $P/(4k_1a)$ whatever the true flux profile is. What remains is an average of the image sum over separations $s\le2a$. For $R<0$, replacing $s$ by zero lowers that sum by an alternating series of decreasing terms whose first is positive and at most $|R|s^2/(8d^3)$. Formula (17) is then too low, by no more than $|R|a^2/(2d^3)$ in the bracket.

As an example, a metal dot of radius 100 nm without electrical leads is heated by light and releases $P=10\ \mu$W on 300 nm of silicon dioxide over silicon. The conductivities are $k_1=1.4$ and $k_2=140$ W/(m K). Then $\kappa=0.01$, $R=-0.99/1.01=-0.980$, and

$$\frac{P}{2\pi k_1d}=\frac{10^{-5}\ \mathrm W}{2\pi(1.4\ \mathrm{W/(m\,K)})(3\times10^{-7}\ \mathrm m)}=3.79\ \mathrm K.$$

On oxide alone the dot would be $10^{-5}/(4\times1.4\times10^{-7})=17.9$ K warmer than its surroundings. The images contribute $3.79\ln(0.505)=-2.6$ K, leaving 15.3 K, or about 1.5 K per microwatt. The silicon lowers the dot temperature by only 14%, because the dot is small compared with the film thickness: the ratio of the second term in (17) to the first is $(2a/\pi d)\ln[(k_1+k_2)/2k_2]$.

The bound just derived allows (17) to be low by up to $0.980\times3.79/18=0.21$ K. A finite-volume solution of the heat equation, which uses no images, gives 15.4 K, higher by 0.14 K. About 0.08 K of this difference is grid error: the converged dot temperature is 15.33 K, which is 0.06 K above (17) and well inside the bound.

For a point source of the same power, the surface 300 nm away is 1.55 K warm, against 3.79 K on oxide alone. A perfect sink under the oxide would give 1.52 K, so at this distance the silicon acts almost as one. At 1 µm the rise is 34 mK, of which the perfect-sink part is 22 mK; the remaining 13 mK is close to the 11 mK of a heater on bare silicon. At 3 µm the sink part is below 0.001 mK and the rise is 3.83 mK. Equation (12) gives $3.79\times1.01=3.83$ mK.

The series converges slowly here. At 300 nm, ten image terms give 1.70 K, an error of 0.15 K. The mean of the sums with ten and eleven terms gives 1.558 K, an error of 0.008 K. Without averaging, 78 terms are needed before the first omitted term falls below 0.01 K.

Two tests bear on the general formula. Solving the boundary equations numerically at each $\lambda$ and integrating reproduced the series to a relative deviation of $4\times10^{-14}$, for $\kappa=0.01$, 0.3, 3 and 50 at $r/d=0.3$, 1 and 3. That shares the integral representation with the derivation. The finite-volume solution does not. With a dot of radius $0.1d$ standing for the point, and for $\kappa=0.01$ and 3, it agreed within 0.9% on the surface between $0.6d$ and $3d$, and within 0.1% at three interior positions.

The conductivities are rough room-temperature values for thermal oxide and bulk silicon. Of the assumptions examined here, perfect contact matters most for the dot. With a rough metal–oxide resistance $R_c=10^{-8}$ m²K/W, the dot is warmer by at least $PR_c/(\pi a^2)=3.2$ K, or 21% of its calculated rise. This is a lower bound, because the contact alone would favour a uniform flux while the oxide alone favours the isothermal profile, and one flux cannot be both. A uniform flux gives an upper bound: the mean oxide temperature under the dot is then about $8P/(3\pi^2k_1a)$ instead of $P/(4k_1a)$, which adds 1.4 K and makes the increase 4.6 K. A dot with metal leads would also lose heat through them, which is outside this model, and $P$ excludes light absorbed in the silicon.

The oxide–silicon boundary has a resistance too, roughly $5\times10^{-9}$ m²K/W. To first order it acts like an extra oxide thickness $1.4\times5\times10^{-9}$ m $=7$ nm. It raises the dot temperature by 0.4%, but the surface at 300 nm by 2.3% and at 1 µm by 7%. The effect grows with distance up to a maximum of about 7% just below 1 µm, because a thicker film weakens the exponential decay in (14). Farther out it fades, to 3% at 1.5 µm and 0.06% at 3 µm, because the tail $P/(2\pi k_2r)$ does not depend on the film.

A rough single value for the free path of the heat-carrying phonons in silicon is 300 nm; the real paths span a wide range, and a large share of the heat is carried by paths above 1 µm, so the silicon part of the rise within a few micrometres of the heater is less certain than the estimate below suggests. This is comparable with the radius of the region where the heat enters the silicon, which is set by the film thickness, so Fourier's law is doubtful there. A crude correction treats the entry into silicon as ballistic. Let $C$ be the heat capacity per volume of these phonons alone, $v$ their mean group speed and $\Lambda$ their free path. The flux between reservoirs differing by $\Delta T$ is then $Cv\Delta T/4$, while $k_2=Cv\Lambda/3$. (Inserting the total heat capacity and the speed of sound in the last formula would give a much shorter path, about 40 nm.) The added resistance is $4\Lambda/(3k_2)=2.9\times10^{-9}$ m²K/W. It raises the three temperatures by 0.2%, 1.3% and 4%.

Still air of conductivity 0.026 W/(m K) above the surface lowers the dot temperature by 1.7% and the surface at 300 nm by 0.9%, yet raises it at 1 µm by 6.6%. The sign change follows from the spectral factor. With $\alpha=k_{\rm air}/k_1=0.019$, air adds a parallel heat path and turns $F$ into $F/(1+\alpha F)$, a change of $-\alpha F^2$ to first order. For small $\kappa$ and small $x$, $F^2\approx\kappa^2+2\kappa x+x^2$. The first term changes the bracket by $-\alpha\kappa^2/r$, and the second contributes nothing, since one $z$-derivative of (2) vanishes at $z=0$. Two $z$-derivatives of (2) at $z=0$ give $\int\lambda^2J_0(\lambda r)d\lambda=-1/r^3$, so the third term changes the bracket by $+\alpha d^2/r^3$. It dominates for $d\ll r\ll d/\kappa=30$ µm; beyond that the air lowers the temperature again, by a relative amount of order $\alpha\kappa$. At 1 µm the third term is about 1.9 mK, or 6% of the rise, most of the full change of 2.3 mK: the air path adds a term that falls as a power of the distance and so outlasts the exponential decay in (14). These figures are rough, since the free path of air molecules, which reduces conduction near so small a dot, is ignored.

The dot's size matters for its neighbours as well. Weighting the source by the isothermal profile raises the surface temperature above the point-source value by 6% at 300 nm and 3% at 1 µm.

Three further effects can be estimated. If the oxide conductivity rises as $k_1(1+\beta T)$, then $\theta=T+\beta T^2/2$ obeys the constant-conductivity problem in the film, with the base close to ambient. For a rough $\beta=10^{-3}$ per kelvin the dot is cooler by about $\beta\theta^2/2\approx0.12$ K. A cooled wafer base at a depth of 500 µm shifts the surface by $-P\ln2/(2\pi k_2\times500\ \mu\mathrm m)=-0.016$ mK, which is (11) applied to silicon on a perfect sink; this is 0.4% of the rise at 3 µm. With a rough oxide heat capacity of $1.7\times10^6$ J/(m³K), heat diffuses through the film in about 0.1 µs. After this time a point heater has produced 94% of the steady rise at 300 nm but only about 40% at 1 µm, which reaches 97% after 0.5 µs; at 3 µm, where the slowly building silicon tail dominates, the rise is still only 87% after 2 µs; closer to the heater the steady state is reached sooner. The numerical output below lists most of the values used here.

## Calculated quantities

```
film, substrate conductivity: 1.4, 140.0 W/(m K)
film thickness, dot radius: 300, 100 nm
power: 10.0 uW
k1/k2 = 0.0100, reflection coefficient R = -0.98020
temperature unit P/(2 pi k1 d) = 3.7894 K
surface rise in mK: r(nm), oxide only, layered, sink, silicon only
    200  5684.1051  3266.2725  3231.7004    56.8411
    300  3789.4034  1549.9063  1518.5567    37.8940
    600  1894.7017   245.0236   223.8875    18.9470
   1000  1136.8210    34.2600    21.6111    11.3682
   3000   378.9403     3.8304     0.0004     3.7894
partial sums at r = 300 nm: N, plain (K), mean of N and N+1 (K)
    0   3.78940   2.12829
    1   0.46717   1.35020
    2   2.23323   1.64653
    5   1.24525   1.52435
   10   1.69561   1.55752
terms for omitted term < 0.01 K: 78
dot on oxide half-space: 17.857 K
image shift of dot: -2.589 K
dot temperature rise, formula: 15.268 K
dot temperature rise, finite volume: 15.412 K
dot thermal resistance: 1.527 K/uW
worst deviation, series vs quadrature: 4.0e-14
worst deviation, surface vs grid: 0.85 %
worst deviation, interior vs grid: 0.09 %
rough boundary resistance: 5.0e-09 m2K/W
rough dot contact resistance: 1.0e-08 m2K/W
rough phonon free path: 300 nm
ballistic resistance: 2.86e-09 m2K/W
rough air conductivity: 0.026 W/(m K)
changes in %: at dot, at 300 nm, at 1000 nm
  oxide-silicon boundary: +0.37, +2.30, +7.22
  ballistic phonons: +0.22, +1.32, +4.08
  still air above: -1.69, -0.86, +6.55
finite dot vs point, 300, 1000 nm: +5.70, +2.99 %
dot contact adds: 3.18 K
oxide k(T), rough slope 1e-03 per K: -0.115 K
cooled base at 500 um: -0.0158 mK
rough oxide heat capacity: 1.65e+06 J/(m3 K)
film diffusion time: 0.106 us
```
